\section*{The exchange-correlation energy as a coupling integral at fixed density, part 1}

(Sections cited here and not found follow in the later parts.)

For the Coulomb repulsion in the continuum, dimensional analysis restricts the form of the energy cost of the repulsion at fixed density before any wave function is written down. Consider $N$ electrons of mass $m$ with a prescribed density $n(\mathbf r)$, and describe that density by one length $L$ and a dimensionless shape. Let the electrons repel each other with the Coulomb energy $\lambda e^2/|\mathbf r-\mathbf r'|$, where $e^2$ stands for $e^2/4\pi\varepsilon_0$ and $\lambda$ is a dimensionless dial: $\lambda=1$ gives real electrons and $\lambda=0$ gives noninteracting ones. Let $F_\lambda$ be the lowest value of kinetic plus repulsion energy that is compatible with the prescribed density. No external potential enters this quantity, so it can depend only on $\hbar$, $m$, $\lambda e^2$, $L$ and the shape. From these one can form the kinetic energy scale $\hbar^2/mL^2$ and a single dimensionless number, the ratio of the repulsion scale $\lambda e^2/L$ to the kinetic scale,
\begin{equation}
g=\frac{\lambda e^2/L}{\hbar^2/mL^2}=\lambda\,\frac{L}{a_0},\qquad a_0=\frac{\hbar^2}{me^2}.
\end{equation}
Therefore $F_\lambda=(\hbar^2/mL^2)\,f(g)$, with a function $f$ that depends on $N$ and on the shape but not on $L$. Differentiating at fixed density, that is at fixed $L$, gives
\begin{equation}
\frac{dF_\lambda}{d\lambda}=\frac{\hbar^2}{mL^2}\,\frac{L}{a_0}\,f'(g)=\frac{e^2}{L}\,f'(g),
\end{equation}
because $\hbar^2/(m a_0)=e^2$. The whole energy cost of switching on the repulsion, including the part that is kinetic, then has the form
\begin{equation}
F_1-F_0=\frac{e^2}{L}\int_0^1 f'\!\left(\lambda L/a_0\right)d\lambda ,
\label{eq:dim}
\end{equation}
an electrostatic energy scale multiplied by an average over the coupling. The kinetic prefactor has disappeared. The step from $F_\lambda$ to Eq.~\eqref{eq:dim} worked only because $L$ was held fixed while $\lambda$ changed. Dimensional analysis does not say what $f'$ is, and it assumes that $f$ can be recovered from its derivative. Both points need the definition of $F_\lambda$.

From here on Hartree atomic units are used, $\hbar=m=e^2=1$, so energies are in hartree (Ha) and lengths in bohr. The operators are
\begin{equation}
\hat T=-\frac12\sum_{i=1}^N\nabla_i^2,\qquad
\hat V_{ee}=\sum_{i<j}w(\mathbf r_i,\mathbf r_j),\qquad
\hat n(\mathbf r)=\sum_{i=1}^N\delta(\mathbf r-\mathbf r_i),
\end{equation}
with a symmetric pair kernel $w\ge0$, which is $1/|\mathbf r-\mathbf r'|$ for the Coulomb case and is otherwise left general. The notation $\Psi\to n$ means that $\Psi$ is a normalized antisymmetric $N$-electron wave function with finite kinetic energy and $\langle\Psi|\hat n(\mathbf r)|\Psi\rangle=n(\mathbf r)$ at every point. The constrained-search functional at coupling $\lambda\ge0$ is
\begin{equation}
F_\lambda[n]=\min_{\Psi\to n}\langle\Psi|\hat T+\lambda\hat V_{ee}|\Psi\rangle .
\label{eq:F}
\end{equation}
Two assumptions are made about $n$. The set $\Psi\to n$ is not empty, with a finite Hartree energy for $n$, and the minimum in Eq.~\eqref{eq:F} is attained for each $\lambda$ by at least one function $\Psi_\lambda$. In the continuum the attainment is taken here as an assumption. On a finite lattice it is automatic, because the set $\Psi\to n$ is a closed subset of the unit sphere of a finite-dimensional space and a continuous function on such a set reaches its minimum. For a chosen minimizer define
\begin{equation}
T_\lambda=\langle\Psi_\lambda|\hat T|\Psi_\lambda\rangle,\qquad
V_\lambda=\langle\Psi_\lambda|\hat V_{ee}|\Psi_\lambda\rangle,\qquad
F_\lambda=T_\lambda+\lambda V_\lambda .
\end{equation}

The number $V_\lambda$ must be finite even at $\lambda=0$, where the repulsion does not appear in the quantity that is minimized. For a bounded kernel this is evident. For the Coulomb kernel it follows from the Hardy inequality, which takes three lines. For a function $\psi(\mathbf r)$ in three dimensions and real $\alpha$,
\begin{equation}
0\le\int\Big|\nabla\psi+\alpha\frac{\mathbf r}{r^2}\psi\Big|^2d^3r
=\int|\nabla\psi|^2d^3r+\alpha^2\!\int\frac{|\psi|^2}{r^2}d^3r+\alpha\!\int\frac{\mathbf r}{r^2}\cdot\nabla|\psi|^2d^3r .
\end{equation}
Integrating the last term by parts and using $\nabla\cdot(\mathbf r/r^2)=3/r^2-2/r^2=1/r^2$ turns it into $-\alpha\int|\psi|^2/r^2$. With $\alpha=1/2$ the result is $\int|\psi|^2/r^2\le4\int|\nabla\psi|^2$. Apply this in the variable $\mathbf r_1$ with the origin at $\mathbf r_2$ and integrate over the other coordinates. Antisymmetry makes all electrons equivalent, so $\int|\nabla_1\Psi|^2=2T/N$, where $T=\langle\hat T\rangle$. The Cauchy-Schwarz inequality gives $\langle r_{12}^{-1}\rangle\le\langle r_{12}^{-2}\rangle^{1/2}\le2\sqrt{2T/N}$, and the sum over the $N(N-1)/2$ pairs gives $\langle\hat V_{ee}\rangle\le N(N-1)\sqrt{2T/N}$. Finite kinetic energy implies finite repulsion.

The functional $F_1$ is the one that governs the real ground state. For an external potential $v_{\rm ext}$ the operator $\sum_iv_{\rm ext}(\mathbf r_i)=\int v_{\rm ext}\hat n$ has the same expectation value $\int n\,v_{\rm ext}$ in every $\Psi\to n$, so the Rayleigh-Ritz minimum over all $\Psi$ can be taken in two stages,
\begin{equation}
E=\min_n\min_{\Psi\to n}\Big\langle\hat T+\hat V_{ee}+\!\int\! v_{\rm ext}\hat n\Big\rangle
=\min_n\Big(F_1[n]+\int n\,v_{\rm ext}\,d^3r\Big).
\end{equation}
Kohn-Sham theory splits $F_1$ into three parts. The noninteracting kinetic energy is defined here as $T_s[n]=F_0[n]$, the search of Eq.~\eqref{eq:F} over all wave functions at $\lambda=0$. A search restricted to single Slater determinants can only give an equal or higher value, and the two agree when a minimizer $\Psi_0$ is a determinant. The Hartree energy is
\begin{equation}
U[n]=\frac12\iint n(\mathbf r)\,n(\mathbf r')\,w(\mathbf r,\mathbf r')\,d^3r\,d^3r' .
\end{equation}
The exchange-correlation energy is whatever remains,
\begin{equation}
E_{xc}[n]=F_1[n]-T_s[n]-U[n],\qquad\text{so that}\qquad E_{xc}+U=F_1-F_0 .
\label{eq:Excdef}
\end{equation}
The right-hand side is the difference in Eq.~\eqref{eq:dim}. The statement to be proved is that, with
\begin{equation}
W_\lambda[n]=V_\lambda[n]-U[n],
\end{equation}
one has
\begin{equation}
E_{xc}[n]=\int_0^1W_\lambda[n]\,d\lambda .
\label{eq:AC}
\end{equation}

The Hellmann-Feynman theorem concerns eigenvalues, and $F_\lambda$ is a constrained minimum, so a link between the two is needed first. Suppose that for each $\lambda$ in $[0,1]$ there is a local potential $v_\lambda(\mathbf r)$ such that
\begin{equation}
\hat H_\lambda=\hat T+\lambda\hat V_{ee}+\hat v_\lambda,\qquad \hat v_\lambda=\int v_\lambda(\mathbf r)\,\hat n(\mathbf r)\,d^3r,
\end{equation}
has a ground state $\Psi_\lambda^{\rm gs}$, of energy $E_\lambda$, whose density is the given $n$. This property is called $v$-representability of $n$ at coupling $\lambda$. For any $\Psi\to n$ the variational principle gives $\langle\Psi|\hat H_\lambda|\Psi\rangle\ge E_\lambda$, and the potential term equals $\int nv_\lambda$, so
\begin{equation}
\langle\Psi|\hat T+\lambda\hat V_{ee}|\Psi\rangle\ \ge\ E_\lambda-\int n\,v_\lambda\,d^3r .
\end{equation}
The ground state belongs to the set $\Psi\to n$ and makes this an equality. It is therefore a minimizer in Eq.~\eqref{eq:F}, and
\begin{equation}
F_\lambda[n]=E_\lambda-\int n\,v_\lambda\,d^3r .
\label{eq:FE}
\end{equation}
Conversely any minimizer has $\langle\hat H_\lambda\rangle=E_\lambda$ and is a ground state, so a nondegenerate ground state is the only minimizer, up to a phase. The potential plays the part of the Lagrange multiplier for the density constraint, one multiplier for each point. It is fixed only up to a constant: $v_\lambda\to v_\lambda+c_\lambda$ shifts $E_\lambda$ by $Nc_\lambda$ and $\int nv_\lambda$ by $Nc_\lambda$, and Eq.~\eqref{eq:FE} is unchanged. At $\lambda=1$ the potential is $v_{\rm ext}$ if $n$ is the ground-state density of the real system. At $\lambda=0$ it is a potential in which noninteracting electrons have the density $n$, which is the definition of the Kohn-Sham potential $v_s$.

Now assume in addition that the ground state is nondegenerate and that $v_\lambda$, $\Psi_\lambda$ and $E_\lambda$ are differentiable in $\lambda$. Write a prime for $d/d\lambda$ and differentiate $E_\lambda=\langle\Psi_\lambda|\hat H_\lambda|\Psi_\lambda\rangle$ by the product rule:
\begin{equation}
E_\lambda'=\langle\Psi_\lambda'|\hat H_\lambda|\Psi_\lambda\rangle+\langle\Psi_\lambda|\hat H_\lambda|\Psi_\lambda'\rangle+\langle\Psi_\lambda|\hat H_\lambda'|\Psi_\lambda\rangle .
\end{equation}
In the first term $\hat H_\lambda$ acts to the right on its eigenvector. In the second it acts to the left, which is allowed because it is Hermitian and $E_\lambda$ is real. The two terms add to $E_\lambda\big(\langle\Psi'_\lambda|\Psi_\lambda\rangle+\langle\Psi_\lambda|\Psi'_\lambda\rangle\big)=E_\lambda\,\frac{d}{d\lambda}\langle\Psi_\lambda|\Psi_\lambda\rangle=0$, since the norm is 1 for every $\lambda$. What is left is the Hellmann-Feynman theorem, $E'_\lambda=\langle\hat H'_\lambda\rangle$. Here $\hat H'_\lambda=\hat V_{ee}+\int v'_\lambda\,\hat n$, because both the explicit coupling and the potential change with $\lambda$. Hence
\begin{equation}
\frac{dE_\lambda}{d\lambda}=V_\lambda+\int n\,\frac{dv_\lambda}{d\lambda}\,d^3r .
\label{eq:HF}
\end{equation}
Differentiate Eq.~\eqref{eq:FE}. The density does not depend on $\lambda$, so the derivative of $\int nv_\lambda$ is $\int nv'_\lambda$ with no further term, and this is exactly the second term of Eq.~\eqref{eq:HF}:
\begin{equation}
\frac{dF_\lambda}{d\lambda}=V_\lambda+\int n\,v'_\lambda\,d^3r-\int n\,v'_\lambda\,d^3r=V_\lambda .
\label{eq:dF}
\end{equation}
This identifies the unknown of the dimensional argument: $(e^2/L)f'(g)$ is the expectation value of the full-strength repulsion $\hat V_{ee}$, without the factor $\lambda$, in the state that belongs to coupling $\lambda$.

The same result obtained directly from $F_\lambda=\langle\Psi_\lambda|\hat T+\lambda\hat V_{ee}|\Psi_\lambda\rangle$ shows where each constraint acts. The product rule gives
\begin{equation}
F'_\lambda=V_\lambda+2\,{\rm Re}\,\langle\Psi'_\lambda|\hat T+\lambda\hat V_{ee}|\Psi_\lambda\rangle .
\end{equation}
Unless $v_\lambda$ is a constant, the state is in general not an eigenvector of $\hat T+\lambda\hat V_{ee}$, so the second term does not vanish by normalization alone. The eigenvalue equation gives $(\hat T+\lambda\hat V_{ee})\Psi_\lambda=(E_\lambda-\hat v_\lambda)\Psi_\lambda$, and so
\begin{equation}
2\,{\rm Re}\,\langle\Psi'_\lambda|\hat T+\lambda\hat V_{ee}|\Psi_\lambda\rangle
=E_\lambda\frac{d}{d\lambda}\langle\Psi_\lambda|\Psi_\lambda\rangle-\int v_\lambda(\mathbf r)\,\frac{\partial}{\partial\lambda}\langle\Psi_\lambda|\hat n(\mathbf r)|\Psi_\lambda\rangle\,d^3r .
\end{equation}
The first piece vanishes because the norm is fixed and the second because the density is fixed. The left-hand side is the change of $\langle\hat T\rangle+\lambda\langle\hat V_{ee}\rangle$ caused by the change of the wave function, which is $T'_\lambda+\lambda V'_\lambda$. Thus
\begin{equation}
\frac{dT_\lambda}{d\lambda}+\lambda\frac{dV_\lambda}{d\lambda}=0 ,
\label{eq:TV}
\end{equation}
which also follows from $F'_\lambda=T'_\lambda+V_\lambda+\lambda V'_\lambda$ and Eq.~\eqref{eq:dF}. Along the path, every gain in repulsion energy made by rearranging the wave function is paid in kinetic energy at the rate $\lambda$.

If $V_\lambda$ is continuous on $[0,1]$, the fundamental theorem of calculus applied to Eq.~\eqref{eq:dF} gives $F_1-F_0=\int_0^1V_\lambda\,d\lambda$. The Hartree energy depends only on $n$ and so is constant along the path, $U=\int_0^1U\,d\lambda$. Subtracting it and using Eq.~\eqref{eq:Excdef},
\begin{equation}
E_{xc}=F_1-F_0-U=\int_0^1(V_\lambda-U)\,d\lambda=\int_0^1W_\lambda\,d\lambda ,
\end{equation}
which is Eq.~\eqref{eq:AC}. The word adiabatic refers to the smooth following of one ground state as $\lambda$ changes. No time is involved.

This derivation rests on three conditions: $v$-representability at every $\lambda$, nondegeneracy and smoothness. None of them is guaranteed for a general density, and the last two fail when another level crosses the lowest one as $\lambda$ is varied. Equation~\eqref{eq:AC} does not need them, because the constrained search supplies its own form of the Hellmann-Feynman argument. The set $\Psi\to n$ does not depend on $\lambda$. A minimizer at coupling $\lambda$ is therefore an allowed trial function at any other coupling $\mu\ge0$, and
\begin{equation}
F_\mu\le\langle\Psi_\lambda|\hat T+\mu\hat V_{ee}|\Psi_\lambda\rangle=T_\lambda+\lambda V_\lambda+(\mu-\lambda)V_\lambda=F_\lambda+(\mu-\lambda)V_\lambda .
\label{eq:super}
\end{equation}
The straight line through the point $(\lambda,F_\lambda)$ with slope $V_\lambda$ lies on or above the curve $F$ everywhere. This makes $F$ concave. For $\lambda=s\mu_1+(1-s)\mu_2$ with $0\le s\le1$, multiply Eq.~\eqref{eq:super} at $\mu_1$ by $s$ and at $\mu_2$ by $1-s$ and add; the slope terms give $(s\mu_1+(1-s)\mu_2-\lambda)V_\lambda=0$, leaving $sF_{\mu_1}+(1-s)F_{\mu_2}\le F_\lambda$.

Exchanging the roles of $\lambda$ and $\mu$ in Eq.~\eqref{eq:super} gives $F_\lambda\le F_\mu+(\lambda-\mu)V_\mu$. For $\mu>\lambda$ the two inequalities, divided by the positive number $\mu-\lambda$, enclose the difference quotient:
\begin{equation}
V_\mu\ \le\ \frac{F_\mu-F_\lambda}{\mu-\lambda}\ \le\ V_\lambda\qquad(\mu>\lambda).
\label{eq:sandwich}
\end{equation}
The outer members show that $V_\lambda$, and with it $W_\lambda$, never increases with $\lambda$. This holds for any choice of minimizer at each coupling, since the only property used was that each one is a minimizer. If $V$ is continuous at $\lambda$, letting $\mu\to\lambda$ from above in Eq.~\eqref{eq:sandwich}, and from below in the same relation with the names exchanged, squeezes the quotient to $V_\lambda$. This is Eq.~\eqref{eq:dF} again, now with no potential and no derivative of a wave function. At such a point with $\lambda>0$ all minimizers have the same $V_\lambda$, because each must lie between the left and right limits of $V$. The points of discontinuity are few. On $[0,1]$ the total drop is $V_0-V_1$, which is finite, so there are at most $p\,(V_0-V_1)$ jumps larger than $1/p$ for each integer $p$, and the union of these finite sets over $p$ is countable. At a jump with $\lambda>0$ the function $F$ has a kink: its left slope exceeds its right slope, and $dF/d\lambda$ does not exist. At $\lambda=0$ there is only a right slope, and Eq.~\eqref{eq:sandwich} says that it does not exceed $V_0$; when several minimizers exist there, $V_0$ can depend on the choice and lie above that slope.

Equation~\eqref{eq:AC} is now derived for a smooth path of nondegenerate ground states, and the constrained search alone has shown that $V_\lambda$ never increases and equals $dF_\lambda/d\lambda$ wherever it is continuous. It remains to obtain the integral formula from Eq.~\eqref{eq:sandwich} without those smoothness conditions, and to draw out its consequences.
